\section*{Weak-disorder localization length of a one-dimensional Anderson chain, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the chain equation to the growth rate}

Disorder in a solid can confine an electron state to a limited region. A simple model in which this confinement can be calculated is a chain with one orbital per site, equal hopping between neighbours and random site energies. It leaves out interactions between electrons, lattice vibrations, correlations in the disorder and coupling between chains. It therefore shows how disorder localizes a state, but it does not predict the properties of a particular compound.

Let $\psi_n$ be the amplitude on site $n$. At energy $E$ it obeys
\begin{equation}
t(\psi_{n+1}+\psi_{n-1})+\varepsilon_n\psi_n=E\psi_n ,\qquad t>0 .
\label{chain}
\end{equation}
The site energies $\varepsilon_n$ are independent and uniformly distributed on $[-W/2,W/2]$. Their mean is zero and their variance is
\begin{equation}
\langle\varepsilon^2\rangle=\frac1W\int_{-W/2}^{W/2}\varepsilon^2\,d\varepsilon
=\frac{2}{3W}\left(\frac W2\right)^3=\frac{W^2}{12}.
\label{variance}
\end{equation}
Without disorder, $\psi_n=e^{\pm ikn}$ solves the equation with $E=2t\cos k$. We use this relation to define $k$, with $0<k<\pi$, for any energy inside the band $|E|<2t$.

Choose real starting values $\psi_0$ and $\psi_{-1}$, not both zero, and generate the other amplitudes from Eq.~(\ref{chain}) at fixed $E$. The growth rate per site is
\begin{equation}
\gamma=\lim_{N\to\infty}\frac1N
\ln\sqrt{\psi_N^2+\psi_{N-1}^2}.
\label{definition}
\end{equation}
The localization length is $\xi=1/\gamma$, in sites. An eigenstate centred near site $n_0$ then has an envelope $|\psi_n|\sim e^{-|n-n_0|/\xi}$, a connection taken up in part (e). This convention refers to the amplitude; in a typical chain the intensity $|\psi_n|^2$ decays at the rate $2\gamma$. The task is to find $\gamma$ to second order in $W$, with $E$ held fixed inside the band and away from its centre.

\subsection*{(a) Amplitude and phase}

\textit{Define
\begin{equation}
z_n=\psi_n-e^{-ik}\psi_{n-1},\qquad
\zeta_n=e^{2ik}\frac{z_n}{z_n^*},\qquad
u_n=\frac{\varepsilon_n}{t\sin k}.
\label{variables}
\end{equation}
Show that $R_n=|z_n|$ may replace the norm in Eq.~(\ref{definition}), and find how $R_n$ and $\zeta_n$ change from one site to the next.}

\medskip
\textbf{Solution.} Since the amplitudes are real,
\begin{equation}
R_n^2=\psi_n^2+\psi_{n-1}^2-2\cos k\,\psi_n\psi_{n-1}.
\end{equation}
The inequality $2|\psi_n\psi_{n-1}|\le\psi_n^2+\psi_{n-1}^2$ gives
\begin{equation}
(1-|\cos k|)(\psi_n^2+\psi_{n-1}^2)\le R_n^2
\le(1+|\cos k|)(\psi_n^2+\psi_{n-1}^2).
\end{equation}
Both factors are positive constants inside the band. Their logarithms, divided by $N$, vanish as $N\to\infty$, so $R_n$ has the same growth rate as the norm.

Next write Eq.~(\ref{chain}) as
$\psi_{n+1}=2\cos k\,\psi_n-\psi_{n-1}-(\varepsilon_n/t)\psi_n$.
Because $2\cos k-e^{-ik}=e^{ik}$,
\begin{align}
z_{n+1}&=\psi_{n+1}-e^{-ik}\psi_n\nonumber\\
&=e^{ik}\psi_n-\psi_{n-1}-\frac{\varepsilon_n}{t}\psi_n
=e^{ik}z_n-\frac{\varepsilon_n}{t}\psi_n .
\label{zstep}
\end{align}
The last step used $e^{ik}z_n=e^{ik}\psi_n-\psi_{n-1}$. The imaginary part of this same relation is $\sin k\,\psi_n$. If we write $e^{ik}z_n=R_ne^{i\phi_n}$, then
\begin{equation}
\psi_n=\frac{R_n\sin\phi_n}{\sin k},\qquad \zeta_n=e^{2i\phi_n},
\end{equation}
and Eq.~(\ref{zstep}) becomes
\begin{equation}
z_{n+1}=R_ne^{i\phi_n}\left(1-u_n\sin\phi_n\,e^{-i\phi_n}\right).
\label{factor}
\end{equation}

To express the bracket through $\zeta_n$, use $\sin\phi=(e^{i\phi}-e^{-i\phi})/(2i)$:
\begin{equation}
\sin\phi\,e^{i\phi}=\frac{\zeta-1}{2i},\qquad
\sin\phi\,e^{-i\phi}=\frac{1-\zeta^{-1}}{2i}.
\end{equation}
Let $D_n$ be the complex conjugate of the bracket in Eq.~(\ref{factor}). Since $-1/(2i)=i/2$,
\begin{equation}
D_n=1-u_n\sin\phi_n\,e^{i\phi_n}
=1+\frac{iu_n}{2}(\zeta_n-1).
\label{D}
\end{equation}
A number and its conjugate have equal modulus, so
\begin{equation}
\frac{R_{n+1}}{R_n}=|D_n| .
\label{growthmap}
\end{equation}
For the phase, Eq.~(\ref{factor}) gives $z_{n+1}/z_{n+1}^*=\zeta_nD_n^*/D_n$. Moreover $\zeta_nD_n^*=\zeta_n+(iu_n/2)(\zeta_n-1)$. Hence
\begin{equation}
\zeta_{n+1}=e^{2ik}\,
\frac{\zeta_n+(iu_n/2)(\zeta_n-1)}{1+(iu_n/2)(\zeta_n-1)} .
\label{phasemap}
\end{equation}
No approximation has been made. The denominator cannot vanish: $D_n=0$ would mean $z_{n+1}=0$, hence $\psi_{n+1}=\psi_n=0$, and running the recursion backwards would make every amplitude zero.

Without disorder, $D_n=1$ and $\zeta_n$ turns by the angle $2k$ at each site. Disorder changes the length $R_n$ and disturbs the rotation. The strength of both effects is set by $u_n$, the site energy relative to $t\sin k$.

\subsection*{(b) The growth rate for weak disorder}

\textit{Express $\gamma$ through averages of $\zeta$ and $\zeta^2$ along the chain, with an error of order $W^4$.}

\medskip
\textbf{Solution.} Multiplying the ratios in Eq.~(\ref{growthmap}) and taking the logarithm gives
\begin{equation}
\gamma=\lim_{N\to\infty}\frac1N\sum_{n=0}^{N-1}\ln|D_n|
=\lim_{N\to\infty}\frac1N\,\mathrm{Re}\sum_{n=0}^{N-1}\ln D_n .
\label{sumlog}
\end{equation}
We need a rule for averaging functions that contain both $u_n$ and $\zeta_n$. The phase $\zeta_n$ is fixed by the starting values and by site energies with index smaller than $n$. It is therefore independent of $u_n$.

Let $F(u,\zeta)$ be a bounded function and let $\bar F(\zeta)$ be its average over $u$ at fixed $\zeta$. Put $Y_n=F(u_n,\zeta_n)-\bar F(\zeta_n)$. Given all earlier site energies, the mean of $Y_n$ is zero. It follows that $Y_n$ and $Y_m$ are uncorrelated for $n\ne m$. If $|Y_n|\le B$ and $S_N=\sum_{n<N}Y_n$, the mean of $(S_N/N)^2$ over the disorder is at most $B^2/N$.

Consider first the lengths $N=p^2$, with $p=1,2,\ldots$. The sum over $p$ of the means of $(S_N/N)^2$ is at most $B^2\sum_pp^{-2}$, which is finite. The sum of the squares themselves is then finite with probability one, so $S_N/N\to0$ along these lengths. Between $p^2$ and $(p+1)^2$ the sum changes by at most $B(2p+1)$, which is negligible compared with $p^2$. Thus $S_N/N\to0$ for all $N\to\infty$. In a long average, $F(u_n,\zeta_n)$ may be replaced by $\bar F(\zeta_n)$.

Angular brackets will denote both the average over the distribution of $u$ and the long average over $\zeta_n$ along the chain. The rule just shown gives, for instance,
\begin{equation}
\langle u^jg(\zeta)\rangle=\langle u^j\rangle\langle g(\zeta)\rangle .
\label{factorize}
\end{equation}
The existence of the limit in Eq.~(\ref{definition}) is a standard theorem on products of independent random matrices. If a phase average had several limits along different sequences of lengths, the bounds below would hold for each of them.

Now set $w=(iu/2)(\zeta-1)$. Since $|\zeta-1|\le2$, we have $|w|\le|u|$. For disorder weak enough that $|u|\le1/2$,
\begin{equation}
\ln D=\ln(1+w)=w-\frac{w^2}{2}+\frac{w^3}{3}+r,\qquad
|r|\le\sum_{j=4}^{\infty}\frac{|w|^j}{j}\le\frac{|u|^4}{2}.
\label{logseries}
\end{equation}
The last bound follows from $1/j\le1/4$ and $\sum_{j\ge4}|w|^j=|w|^4/(1-|w|)\le2|w|^4$. The terms $w$ and $w^3$ contain $u$ and $u^3$. The distribution is symmetric, so $\langle u\rangle=\langle u^3\rangle=0$, and both terms average to zero by Eq.~(\ref{factorize}). In the quadratic term $(i/2)^2=-1/4$, so
\begin{equation}
-\frac{w^2}{2}=-\frac12\left(-\frac{u^2}{4}\right)(\zeta-1)^2
=\frac{u^2}{8}(1-\zeta)^2 .
\end{equation}
Therefore
\begin{equation}
\gamma=\frac{\langle u^2\rangle}{8}\,
\mathrm{Re}\left(1-2\langle\zeta\rangle+\langle\zeta^2\rangle\right)+O(W^4).
\label{beforephase}
\end{equation}

The growth is of second order. The real part of the first-order term is $-(u/2)\sin2\phi$, which takes either sign and leaves no net growth at first order. The zero mean of the site energies is a convenience: a nonzero mean only shifts $E$, and the leading growth is set by the variance. What remains depends on where the phase tends to be when the wave meets a site.

\subsection*{(c) Averages of the phase}

\textit{Show that $\langle\zeta\rangle$ and $\langle\zeta^2\rangle$ are of order $W^2$ when $E$ is fixed away from the band centre and the band edges.}

\medskip
\textbf{Solution.} Put $h=iu/2$ and expand the map (\ref{phasemap}) to second order in $h$. With $1/[1+h(\zeta-1)]=1-h(\zeta-1)+h^2(\zeta-1)^2+O(h^3)$, the coefficient of $h$ is
\begin{equation}
(\zeta-1)-\zeta(\zeta-1)=-(\zeta-1)^2,
\end{equation}
and the coefficient of $h^2$ is
\begin{equation}
\zeta(\zeta-1)^2-(\zeta-1)^2=(\zeta-1)^3 .
\end{equation}
Writing $\zeta'$ for the phase variable at the next site, we obtain
\begin{equation}
\zeta'=e^{2ik}\left[\zeta-h(\zeta-1)^2+h^2(\zeta-1)^3+O(h^3)\right].
\label{zetaone}
\end{equation}
Squaring this expression gives
\begin{equation}
\begin{split}
\zeta'^2=e^{4ik}\big[&\zeta^2-2h\zeta(\zeta-1)^2\\
&+h^2\{(\zeta-1)^4+2\zeta(\zeta-1)^3\}+O(h^3)\big].
\end{split}
\label{zetatwo}
\end{equation}

In a long average, $\zeta'^m$ and $\zeta^m$ have the same mean. Indeed,
\begin{equation}
\frac1N\sum_{n=0}^{N-1}(\zeta_{n+1}^m-\zeta_n^m)
=\frac{\zeta_N^m-\zeta_0^m}{N}\longrightarrow0,
\end{equation}
because $|\zeta_n|=1$. Average Eqs.~(\ref{zetaone}) and (\ref{zetatwo}) with $\langle h\rangle=\langle h^3\rangle=0$ and $\langle h^2\rangle=-\langle u^2\rangle/4$. Moving the rotated averages to the left gives
\begin{align}
(1-e^{2ik})\langle\zeta\rangle
&=-\frac{\langle u^2\rangle}{4}e^{2ik}
\langle(\zeta-1)^3\rangle+O(W^4),
\label{momentone}\\
(1-e^{4ik})\langle\zeta^2\rangle
&=-\frac{\langle u^2\rangle}{4}e^{4ik}
\langle(\zeta-1)^4+2\zeta(\zeta-1)^3\rangle+O(W^4).
\label{momenttwo}
\end{align}

The averages on the right are bounded by $8$ and by $16+16=32$. The factors on the left have moduli $|1-e^{2ik}|=2\sin k$ and $|1-e^{4ik}|=2|\sin2k|$. At second order this yields
\begin{equation}
|\langle\zeta\rangle|\le\frac{\langle u^2\rangle}{\sin k},\qquad
|\langle\zeta^2\rangle|\le\frac{4\langle u^2\rangle}{|\sin2k|}.
\label{phasebounds}
\end{equation}
For fixed $k$ with $\sin k\ne0$ and $\sin2k\ne0$, both averages are $O(W^2)$. The first condition excludes the edges $|E|=2t$; the second also excludes $k=\pi/2$, which is the centre $E=0$.

Physically, the free rotation carries $\zeta$ and $\zeta^2$ around the unit circle many times before weak disorder can give them a preferred direction. At the band centre $\zeta^2$ returns to its old value after one site. Even weak disorder then has time to build up a preference.

\subsection*{(d) The inverse localization length}

\textit{Obtain $\gamma$ as a function of $W$, $t$ and $E$, and relate it to scattering by one site.}

\medskip
\textbf{Solution.} In Eq.~(\ref{beforephase}) the phase averages are multiplied by $\langle u^2\rangle$, so they contribute at order $W^4$. What remains is $\langle u^2\rangle/8$. From Eqs.~(\ref{variance}) and (\ref{variables}),
\begin{equation}
\gamma=\frac18\,\frac{W^2/12}{t^2\sin^2k}+O(W^4)
=\frac{W^2}{96t^2\sin^2k}+O(W^4).
\end{equation}
Since $4t^2\sin^2k=4t^2-4t^2\cos^2k=4t^2-E^2$, we have $96t^2\sin^2k=24(4t^2-E^2)$ and
\begin{equation}
\boxed{\;\gamma=\frac1\xi=\frac{W^2}{24(4t^2-E^2)}+O(W^4).\;}
\label{main}
\end{equation}

To see the physical content, place one site energy $\varepsilon$ at $n=0$ in a clean chain. With $E=2t\cos k$ and $t>0$, the wave $e^{-ikn}$ travels to the right, because the derivative of $E$ with respect to its wave number $-k$ is $2t\sin k>0$. Let the wave be $e^{-ikn}+\rho e^{ikn}$ for $n\le0$ and $\tau e^{-ikn}$ for $n\ge0$. Equality at $n=0$ gives $1+\rho=\tau$. The chain equation at $n=0$ is
\begin{equation}
t(\tau e^{-ik}+e^{ik}+\rho e^{-ik})+\varepsilon\tau=2t\cos k\,\tau .
\end{equation}
Insert $\rho=\tau-1$ and use $e^{ik}-e^{-ik}=2i\sin k$ and $2e^{-ik}-2\cos k=-2i\sin k$. The result is
\begin{equation}
\tau(\varepsilon-2it\sin k)=-2it\sin k,\qquad
\tau=\frac1{1+iu/2}.
\end{equation}
The reflection probability is $1-|\tau|^2=(u^2/4)/(1+u^2/4)$, or $u^2/4$ for weak disorder. Its mean is $\langle u^2\rangle/4=2\gamma$ at leading order. To leading order in the disorder, and away from the band centre and edges, the logarithm of the intensity thus falls per site by the mean probability of backscattering. This describes a typical chain. The intensity averaged over many chains decays more slowly, because rare chains that transmit well dominate that average.

The rate grows towards the band edges because $|dE/dk|=2t\sin k$ falls there, and a slower wave is reflected more strongly by the same site energy. For $W\to0$ the localization length diverges as $W^{-2}$.

\section{Eigenstates, accuracy and excluded energies}

The first half treated the chain $t(\psi_{n+1}+\psi_{n-1})+\varepsilon_n\psi_n=E\psi_n$ with site energies uniform on $[-W/2,W/2]$ and $E=2t\cos k$. The scaled disorder is $u=\varepsilon/(t\sin k)$. The phase variable $\zeta=e^{2i\phi}$ changes by the map (\ref{phasemap}), and the amplitude grows by $|D|$ at each site, with $D=1+(iu/2)(\zeta-1)$. Brackets denote averages over the disorder or along the chain. The leading growth rate, called $\gamma_2$ below, is
\begin{equation}
\gamma_2=\frac{\langle u^2\rangle}{8}=\frac{W^2}{24(4t^2-E^2)} .
\label{leading}
\end{equation}

This part has derived the leading growth rate $\gamma_2$ for weak disorder at a fixed energy inside the band, away from its centre and edges, and related it to backscattering by single sites. It remains to connect this rate with the decay of eigenstates, to find the next order in $W$ and test the accuracy of the leading formula, and to treat the band centre and the band edge.
